**Question: Rainer-Culetto partial isotope coefficients for a two-peak $\alpha^2F$**

My model compound has a heavy atom H and a light atom L, and $\alpha^2F(\omega)$ has one peak for each: $\omega_H=20$ meV, $\omega_L=100$ meV, $\lambda_H=\lambda_L=0.5$ (round numbers, no real material). I want $\beta_a=-\partial\ln T_c/\partial\ln M_a$ for each atom. The Rainer-Culetto recipe reads $\beta_a=\int_{\rm peak}R\,\alpha^2F\,d\omega$ with $R=\frac{d}{d\omega}\left[\frac{\omega}{2T_c}\frac{\delta T_c}{\delta\alpha^2F(\omega)}\right]$. I can neither derive it nor see how to compute $R$. I am also asked to show that $\beta_H+\beta_L=1/2$ when $\mu^*=0$. Why should two separate integrals over $R$ add up to that, and what changes at $\mu^*=0.12$?

**Answer**

I use $\hbar=k_B=1$ and meV. The framework is isotropic linearized Migdal-Eliashberg theory with a constant density of states and harmonic, adiabatic phonons. For now each peak moves one species only; that assumption is lifted at the end. The numerical check, with its output, supplies the numbers, except for short arithmetic on them and the comparisons in the paragraphs on the reversed order and on the sign of $R$, which use the same formulas with changed inputs and are not printed.

*The eigenvalue problem for $T_c$.* With $\omega_n=\pi T(2n+1)$, $\nu_l=2\pi Tl$ and $\lambda(l)=\int 2\omega\,\alpha^2F(\omega)/(\omega^2+\nu_l^2)\,d\omega$,

$$Z_n\omega_n=\omega_n+\pi T\sum_m\lambda(n-m)\,{\rm sgn}\,\omega_m,\qquad Z_n\Delta_n=\pi T\sum_m\left[\lambda(n-m)-\mu^*c_nc_m\right]\frac{\Delta_m}{|\omega_m|}.$$

The Coulomb cutoff is the smooth step $c_n=[1+(\omega_n/\omega_c)^8]^{-1/2}$. A sharp step would make the kernel jump whenever an $\omega_n$ crosses $\omega_c$, and $T_c$ has to be differentiated.

Take $n\ge0$ and $l=n-m$. The sign is $+$ for $l\le n$ and $-$ for $l\ge n+1$. Since $\lambda(l)$ is even, the negative terms cancel those with $l\le-n-1$ and leave $-n\le l\le n$. Hence $Z_n\omega_n=\pi TD_n$ with $D_n=2n+1+\lambda(0)+2\sum_{l=1}^n\lambda(l)$. The gap is even in frequency, so $m<0$ folds onto $m\to-m-1$, which turns $n-m$ into $n+m+1$. With $d_n=\Delta_n/(2n+1)$ the left side is $D_nd_n$ and $\pi T\Delta_m/|\omega_m|=d_m$, so

$$Kd=0,\qquad K_{nm}=\lambda(n-m)+\lambda(n+m+1)-2\mu^*c_nc_m-D_n\delta_{nm}.$$

$K$ is symmetric. At high $T$ the $\lambda(l\ge1)$ and $c_n$ vanish, $\lambda(0)$ cancels on the diagonal, and $K\to-{\rm diag}(2n+1)$. On cooling, the top eigenvalue $\rho$ is the first to reach zero, and that defines $T_c$. I assume it is non-degenerate and crosses with finite slope.

For the unit eigenvector $d$, $\rho=d^{\rm T}Kd$. Collect the coefficient of each $\lambda(l)$:

$$\rho=\sum_lW_l\lambda(l)-\sum_n(2n+1)d_n^2-2\mu^*(c\cdot d)^2 .$$

For $l=0$ the pairing term and $D_n$ cancel, so $W_0=\sum d_n^2-\sum d_n^2=0$. For $l\ge1$ the three places where $\lambda(l)$ occurs give $W_l=2\sum_nd_nd_{n+l}+\sum_{n+m+1=l}d_nd_m-2\sum_{n\ge l}d_n^2$. This equals

$$W_l=\tfrac12\sum_{n+m+1=l}(d_n+d_m)^2-\sum_{n\ge0}(d_n-d_{n+l})^2,$$

because the cross terms match directly and the squares give $\sum_{n<l}-\sum_{n\ge0}-\sum_{n\ge l}=-2\sum_{n\ge l}$.

*The functional derivative.* Vary $Kd=\rho d$ and multiply from the left by $d^{\rm T}$. The terms in $\delta d$ cancel because $d^{\rm T}K=\rho d^{\rm T}$, so $\delta\rho=d^{\rm T}\delta K\,d$ (Hellmann-Feynman). Staying on $\rho=0$ requires $\delta\rho|_T+(\partial\rho/\partial T)\,\delta T_c=0$, that is $\delta\ln T_c=\delta\rho|_T/P$ with $P=-T\,\partial\rho/\partial T>0$. Adding area $\epsilon$ at $\omega$ gives $\delta\lambda(l)=2\omega\epsilon/(\omega^2+\nu_l^2)$, so $G\equiv\delta T_c/\delta\alpha^2F=(T_c/P)\sum_lW_l\,2\omega/(\omega^2+\nu_l^2)$ and

$$g(\omega)\equiv\frac{\omega G}{2T_c}=\frac1P\sum_lW_l\frac{\omega^2}{\omega^2+\nu_l^2},\qquad R=\frac{dg}{d\omega}=\frac1P\sum_lW_l\frac{2\omega\nu_l^2}{(\omega^2+\nu_l^2)^2}.$$

A mode of coupling $\lambda_p$ has area $\lambda_p\omega/2$, so $g=\partial\ln T_c/\partial\lambda_p$ for a mode at $\omega$. One eigenvector at $T_c$ gives $R$ at all frequencies.

*The mass change.* For a one-species mode with force constant $k$, $\omega\propto\sqrt{k/M}$. The squared matrix element carries the squared zero-point amplitude $1/(2M\omega)$, and $\lambda$ is that divided by $\omega$, so $\lambda\propto1/(M\omega^2)=1/k$ does not depend on mass. Under $\omega_\nu\to s\,\omega_\nu$ a mode contributes $\frac{\lambda_\nu s\omega_\nu}{2}\delta(\omega-s\omega_\nu)=\frac{\lambda_\nu\omega_\nu}{2}\delta(\omega/s-\omega_\nu)$. The whole peak therefore goes to $\alpha^2F_a(\omega/s)$. With $\delta\ln s=-\frac12\delta\ln M_a$ this gives $\delta\alpha^2F=+\frac12\omega\,\partial_\omega\alpha^2F_a\,\delta\ln M_a$, and

$$\frac{\delta\ln T_c}{\delta\ln M_a}=\int\frac{\omega G}{2T_c}\,\partial_\omega\alpha^2F_a\,d\omega=-\int R\,\alpha^2F_a\,d\omega .$$

The boundary term of the integration by parts vanishes because $g$ is bounded and $\alpha^2F_a$ vanishes outside the peak. This is the Rainer-Culetto formula. For your delta peaks

$$\beta_i=\frac{\lambda_i\omega_i}{2}R(\omega_i)=\frac{Q_i}{2P},\qquad Q_i=\lambda_i\sum_lW_l\frac{2\omega_i^2\nu_l^2}{(\omega_i^2+\nu_l^2)^2}.$$

*The sum rule.* Evaluate $P$ by Hellmann-Feynman. Since $\nu_l\propto T$, $T\partial_T[\omega^2/(\omega^2+\nu_l^2)]=-2\omega^2\nu_l^2/(\omega^2+\nu_l^2)^2$, which is minus the kernel in $Q_i$. Since $c_n$ depends on $T/\omega_c$, $T\partial_Tc_n=-c'_n$ with $c'=\partial c/\partial\ln\omega_c$. Then

$$P=Q_H+Q_L-4\mu^*(c\cdot d)(c'\cdot d),\qquad\frac{\partial\ln T_c}{\partial\ln\omega_c}=-\frac{4\mu^*(c\cdot d)(c'\cdot d)}{P}.$$

Dividing the first relation by $2P$ and using the second,

$$\beta_H+\beta_L=\frac12-\frac12\frac{\partial\ln T_c}{\partial\ln\omega_c},$$

which is $1/2$ at $\mu^*=0$. The reason is dimensional. $K$ depends only on $\omega_i/T$ and $\omega_c/T$, so $T_c$ is homogeneous of degree one in $(\omega_H,\omega_L,\omega_c)$. Euler's theorem gives $\sum_i\partial\ln T_c/\partial\ln\omega_i+\partial\ln T_c/\partial\ln\omega_c=1$, and $\beta_i=\frac12\partial\ln T_c/\partial\ln\omega_i$. What spoils the $1/2$ is an energy scale that does not move with the masses. If all masses are scaled together and $\omega_c$ is tied to the phonon frequencies at fixed $\mu^*$, the total stays $1/2$. The argument holds at any fixed number $N$ of Matsubara frequencies. Truncating at a fixed energy introduces a further scale, and so would a structured density of states or magnetic scattering. Anharmonic or non-adiabatic phonons break $\omega\propto M^{-1/2}$ or the constancy of $\lambda$.

*Your numbers at $\mu^*=0$* ($N=256$). $T_c=5.52476$ meV $=64.11$ K, $\nu_1=34.7131$ meV, and $d_0,\dots,d_3=0.94734,\ 0.27482,\ 0.13270,\ 0.07481$. The first weight is $W_1=2d_0^2-\sum_n(d_n-d_{n+1})^2=1.7949-0.4523-0.0202-0.0034-\dots$, which is $1.319$ after these terms and $1.31782$ in full. The sums give $Q_H=0.33079$, $Q_L=0.59068$, $P=0.92146$, and $R(\omega_H)=3.58980\times10^{-2}$, $R(\omega_L)=1.28204\times10^{-2}$ meV$^{-1}$. With the areas $5$ and $25$ meV,

$$\beta_H=5\times0.0358980=0.1795,\qquad\beta_L=25\times0.0128204=0.3205,\qquad\beta_H+\beta_L=0.5000 .$$

From the formula the sum is an identity, so the real test is the definition. The program re-solves $T_c$ with each mass shifted and finds the same two coefficients, and the sum $1/2$, within $10^{-6}$. Doubling $N$ changes $\ln T_c$ and the $\beta_i$ by less than $10^{-5}$. The integration by parts is tested with Gaussian peaks of widths $2$ and $8$ meV, rescaled on a fixed frequency grid; both roads give $0.1781$ and $0.3219$.

A 10% heavier H gives $64.112\times1.1^{-0.17949}=63.025$ K from the power law and $63.039$ K re-solved; for L the values are $62.183$ and $62.197$ K. The excess of $0.014$ K is about the same in both cases for a reason: homogeneity means $\ln T_c=\ln\omega_L+F(\ln\omega_H-\ln\omega_L)$, whose second derivative with respect to either $\ln\omega_i$ is $F''$.

*Bounds and limits at $\mu^*=0$.* The off-diagonal elements of $K$ are positive, so the Perron-Frobenius theorem makes $\rho$ non-degenerate and $d_n>0$. Suppose also that $d_n$ decreases to zero; I do not prove this, but the program asserts it for this example. Split the last sum in $W_l$ by the remainder $r=n \bmod l$. In each class the differences are non-negative and add up to $d_r$, so their squares add up to at most $d_r^2$. The first sum in $W_l$ equals $\sum_{r<l}d_r^2+\sum_{n<l}d_nd_{l-1-n}$. Hence $W_l\ge\sum_{n<l}d_nd_{l-1-n}>0$, $R>0$ at all frequencies, and $0<\beta_i<1/2$.

For $\omega_H\ll\nu_1$, both $\beta_H$ and the shift $\lambda_Hg(\omega_H)$ of $\ln T_c$ caused by the peak tend to $\lambda_H\omega_H^2\sum_{l\ge1}W_l/(\nu_l^2P)$, because $W_0=0$ removes the static term. At $\omega_H=0.5$ and $1.0$ meV, $\beta_H=4.937\times10^{-4}$ and $1.961\times10^{-3}$, a ratio of $3.97$. At $0.5$ meV, $T_c=3.94484$ meV against $3.94289$ meV without the peak, a relative shift of $5\times10^{-4}$.

For $\lambda\to\infty$ both frequencies fall below $\nu_1$. Then $\lambda(l)\to\sum_i\lambda_i\omega_i^2/\nu_l^2$, $K$ depends only on $\sum_i\lambda_i\omega_i^2/T^2$, so $T_c\propto(\sum_i\lambda_i\omega_i^2)^{1/2}$ and $\beta_i\to\lambda_i\omega_i^2/(2\sum_j\lambda_j\omega_j^2)=0.01923,\ 0.48077$. At $\lambda_i=500$ the solved values are $0.01928,\ 0.48072$. A formula with $T_c\propto\omega_{\log}$, where $\ln\omega_{\log}=\sum_i\lambda_i\ln\omega_i/\lambda$, gives $\lambda_i/2\lambda=0.25$ for both atoms. That obeys the sum rule but puts $\beta_H$ 39% above the Eliashberg value for this model.

*The case $\mu^*=0.12$, $\omega_c=1000$ meV.* Now $T_c=3.18635$ meV $=36.98$ K, $Q_H=0.53151$, $Q_L=0.40305$, $c\cdot d=1.37553$, $c'\cdot d=-0.07626$. The Coulomb term is $4\times0.12\times1.37553\times0.07626=0.05035$, so $P=0.93456+0.05035=0.98491$ and

$$\beta_H=5\times0.0539651=0.2698,\qquad\beta_L=25\times0.00818456=0.2046,\qquad\text{sum}=0.4744 .$$

The deficit $0.02556$ is half of $\partial\ln T_c/\partial\ln\omega_c=0.05035/0.98491=0.05112$, a derivative the program confirms by re-solving at shifted $\omega_c$.

The order has reversed: the heavy atom now has the larger coefficient. The kernel $2x^2/(1+x^2)^2$, $x=\nu_l/\omega$, peaks at $x=1$ with value $1/2$. The weights $W_1,\dots,W_4$ barely move, from $1.318,\ 0.779,\ 0.488,\ 0.319$ to $1.317,\ 0.789,\ 0.503,\ 0.330$, while $\nu_1$ drops from $34.7$ to $20.0$ meV, onto $\omega_H$. The $l=1$ term of $Q_H$ rises from $0.5\times1.318\times0.3742=0.247$ to $0.5\times1.317\times0.500=0.329$. The same arithmetic for $l=1$ to $4$ takes the partial $Q_H$ from $0.325$ to $0.519$ and the partial $Q_L$ from $0.491$ to $0.319$. With these four weights nearly fixed, the partial changes come from the shift of the $\nu_l$. Keeping all the $\mu^*=0$ weights and lowering only $T$ gives the full sums $Q_H=0.533$ and $Q_L=0.478$, so at fixed weights the shift already reverses the order. The lower $T_c$ is not the whole cause of the change, however. The weights at larger $l$ do change with $\mu^*$ (they turn negative at $l=11$, following the negative tail of $d$, and stay so until $\nu_l$ is several times $\omega_c$), which lowers $Q_L$ further, from $0.478$ to $0.403$. A $\mu^*=0$ model brought to the same $T_c$ by weakening both couplings to $\lambda_i\approx0.35$ has different weights and keeps $\beta_H<\beta_L$.

The deficit can be estimated for $\omega_c\gg\omega_L$. The factor $c'=4x^8(1+x^8)^{-3/2}$, $x=\omega_n/\omega_c$, selects $\omega_n\approx\omega_c$. Moving the phonon part of $D_n$ to the right, with $m$ over both signs,

$$(2n+1)d_n=\sum_m\lambda(n-m)\left[d_m-d_n\,{\rm sgn}\,\omega_m\right]-2\mu^*c_n(c\cdot d).$$

For $m$ near $n$ the bracket is small, and for small $m$ the factor $\lambda(n-m)$ is of order $\lambda\omega_L^2/\omega_c^2$. To leading order $d_n\approx-2\mu^*c_n(c\cdot d)/(2n+1)$. Using $\sum_n\frac{1}{2n+1}\to\frac12\int d\ln\omega$ and $cc'=-\frac12\partial c^2/\partial\ln\omega$, with $c^2$ falling from $1$ to $0$, one finds $\sum_nc_nc'_n/(2n+1)=\frac14$ and $c'\cdot d\approx-\frac{\mu^*}{2}(c\cdot d)$. Hellmann-Feynman gives $\partial\ln T_c/\partial\mu^*=-2(c\cdot d)^2/P=-3.842$, so

$$\tfrac12-\beta_H-\beta_L=-\frac{2\mu^*(c\cdot d)(c'\cdot d)}{P}\approx-\frac{\mu^{*2}}2\frac{\partial\ln T_c}{\partial\mu^*}=0.0072\times3.842=0.0277 .$$

The true deficit lies $7.6\%$, $1.9\%$ and $0.46\%$ below this estimate (relative to the estimate) at $\omega_c=1000$, $2000$ and $4000$ meV. The program tests that each doubling reduces the error by a factor between $2.5$ and $6$; the factors are close to $4$, as $\omega_c^{-2}$ requires.

The negative tail of $d$ voids the positivity proof, and $R$ does change sign, at $255.6$ meV by the formula. As a test, adding a weak probe mode and re-solving gives $g=2.897$ at $600$ meV and $2.723$ at $900$ meV, a decrease. A weak one-species mode above the zero of $R$ would have an inverse partial isotope effect in this model. The two probe frequencies are close to $\omega_c$, where a single $\mu^*$ is a poor description, and the position of the zero depends on the cutoff: raising $\omega_c$ to $2000$ and $4000$ meV with $1/\mu^*\to1/\mu^*-\ln(\omega_c'/\omega_c)$, which keeps $T_c$ within $0.2\%$, moves it to $245$ and $242$ meV. The sign change itself persists. The likely mechanism, which I give as a heuristic only, is that $W_l\approx4d_l\sum_{\rm low}d_n$ at large $l$ takes the sign of $d_l$.

*When the peaks are not pure.* Let two coordinates obey $\Phi u_\nu=\omega_\nu^2Mu_\nu$, $u_\mu^{\rm T}Mu_\nu=\delta_{\mu\nu}$, with $\lambda_\nu=(v\cdot u_\nu)^2/\omega_\nu^2$ and $\Phi$, $v$ independent of mass. Varying, $(\Phi-\omega_\nu^2M)\delta u_\nu=\delta\omega_\nu^2Mu_\nu+\omega_\nu^2\delta M\,u_\nu$. Projection on $u_\nu$ gives $\delta\ln\omega_\nu^2=-f_{a\nu}\,\delta\ln M_a$ with $f_{a\nu}=M_au_{a\nu}^2$. Projection on the other mode $u_\mu$ gives its admixture $\omega_\nu^2\,u_\mu^{\rm T}\delta M\,u_\nu/(\omega_\mu^2-\omega_\nu^2)$. Normalization fixes the $u_\nu$ component of $\delta u_\nu$ as $-\frac12f_{a\nu}\,\delta\ln M_a$. In $\delta\lambda_\nu$ that component contributes $-\lambda_\nu f_{a\nu}$ and the frequency shift $+\lambda_\nu f_{a\nu}$; they cancel, and the admixture leaves

$$\frac{\partial\lambda_\nu}{\partial\ln M_a}=\frac{2(v\cdot u_\nu)(v\cdot u_\mu)M_au_{a\mu}u_{a\nu}}{\omega_\mu^2-\omega_\nu^2}.$$

From $\delta\ln T_c=\sum_\nu[2\beta_\nu\,\delta\ln\omega_\nu+g(\omega_\nu)\,\delta\lambda_\nu]$, with $\beta_\nu$ the peak value,

$$\beta_a=\sum_\nu\left[f_{a\nu}\beta_\nu-g(\omega_\nu)\frac{\partial\lambda_\nu}{\partial\ln M_a}\right].$$

Summing over $a$, $\sum_af_{a\nu}=1$ and $u_\mu^{\rm T}Mu_\nu=0$, so the species sum equals the peak sum, and it is still $1/2$ at $\mu^*=0$.

Take $M_H/M_L=25$, both diagonal force constants $k$ with $\sqrt{k/M_L}=100$ meV, off-diagonal element $-0.2k$, $v_a^2/k=0.5$ and $\mu^*=0$. The modes lie at $19.58$ and $100.08$ meV with $\lambda=0.760$ and $0.490$, and the peak values are $0.220078$ and $0.279922$. Atom H holds $f=0.99827$ of the low mode and $0.00173$ of the high one. Also $\partial\lambda_{\rm low}/\partial\ln M_H=-0.01031$, with the opposite sign for the high mode because the denominator flips, and $g=0.35404,\ 2.02848$. Then

$$\beta_H=0.21970+0.00048-0.01031\times(2.02848-0.35404)=0.22018-0.01726=0.2029,$$

and $\beta_L=0.2971$, both matching re-solved $T_c$ within $10^{-6}$. The low mode is 99.8% heavy-atom motion, yet the peak integral exceeds the species coefficient $\beta_H$ by 8% of the latter, through the transfer of $\lambda$ between the modes. For a computed compound, the formula above sets two conditions before the peak integrals can be read as species coefficients: each peak must be the motion of one species ($f_{a\nu}\approx1$), and its $\lambda$ must stay put when that mass is changed.

## Calculated quantities

```
input omega H, L = 20.0 100.0 meV
input lambda H, L = 0.50 0.50 
input mu*, N = 0.12 256 
input omega_c = 1000 meV
peak areas lam*omega/2 H, L = 5.00 25.00 meV
mu*=0.00 Tc = 5.52476 meV = 64.112 K
mu*=0.00 nu_1 = 34.7131 meV
mu*=0.00 d_0..d_3 = 0.94734 0.27482 0.13270 0.07481 
mu*=0.00 W_1..W_4 = 1.31782 0.77934 0.48843 0.31926 
mu*=0.00 Q_H, Q_L, P = 0.33079 0.59068 0.92146 
mu*=0.00 g at H, L = 0.45365 2.35257 
mu*=0.00 G at H, L = 0.25063 0.25995 
mu*=0.00 R at H, L = 3.58980e-02 1.28204e-02 1/meV
mu*=0.00 beta H, L, sum (formula) = 0.179490 0.320510 0.500000 
mu*=0.00 beta H, L, sum (re-solved Tc) = 0.179490 0.320510 0.500000 
mu*=0.12 Tc = 3.18635 meV = 36.976 K
mu*=0.12 nu_1 = 20.0204 meV
mu*=0.12 d_0..d_3 = 0.94552 0.27707 0.13669 0.07853 
mu*=0.12 W_1..W_4 = 1.31658 0.78919 0.50271 0.33034 
mu*=0.12 Q_H, Q_L, P = 0.53151 0.40305 0.98491 
mu*=0.12 g at H, L = 0.91183 2.73309 
mu*=0.12 G at H, L = 0.29054 0.17417 
mu*=0.12 R at H, L = 5.39651e-02 8.18456e-03 1/meV
mu*=0.12 beta H, L, sum (formula) = 0.269825 0.204614 0.474439 
mu*=0.12 beta H, L, sum (re-solved Tc) = 0.269825 0.204614 0.474439 
omega_log rule lam_i/(2 lam) = 0.25000 0.25000 
omega_2 rule H, L = 0.01923 0.48077 
mu*=0 Tc, mass H +10%: solved, power law = 63.039 63.025 K
mu*=0 Tc, mass L +10%: solved, power law = 62.197 62.183 K
mu*=0.12 probe g at 5, 50, 600, 900 meV = 0.09647 2.01425 2.89740 2.72321 
mu*=0.12 zero of R = 255.6 meV
c.d, c'.d = 1.37553 -0.07626 
dlnTc/dln omega_c, dlnTc/dmu* = 0.05112 -3.84212 
deficit 1/2-sum, -(mu*^2/2) dlnTc/dmu* = 0.02556 0.02766 
its rel. error, omega_c 1000, 2000, 4000 meV = -0.07601 -0.01854 -0.00457 
beta_H at omega_H 0.5, 1.0 meV = 4.9373e-04 1.9606e-03 
Tc omega_H 0.5 meV, Tc without H peak = 3.94484 3.94289 meV
lambda_i=500: beta H, L = 0.01928 0.48072 
Gaussian widths H, L = 2.0 8.0 meV
Gaussian lambda H, L = 0.50516 0.50326 
Gaussian Tc = 5.52424 meV = 64.106 K
Gaussian beta H, L, sum = 0.178086 0.321914 0.500000 
mixed input M_H/M_L, kappa/k, v^2/k = 25.00 0.20 0.50 
mixed input sqrt(k/M_L) = 100.0 meV
mixed omega low, high = 19.5796 100.0832 meV
mixed lambda low, high = 0.75995 0.49005 
mixed Tc = 5.95018 meV = 69.049 K
mixed f_H in low, high mode = 0.99827 0.00173 
mixed dlam_low/dlnM for H, L = -0.01031 0.01031 
mixed g low, high = 0.35404 2.02848 
mixed peak beta low, high = 0.220078 0.279922 
mixed species beta H, L, sum = 0.202920 0.297080 0.500000
```
